# Arrhenius Storage Lifetimes with the Full Fit Covariance

## What fails without the covariance

Six simulated rate constants for the decomposition of a liquid precursor, measured between 360 and 410 K, are extrapolated to a store at 298 K. The predicted time to lose 1 % is 408 days. If the standard errors of the activation energy and of the logarithmic prefactor are combined as though independent, the 95 % limits are 1.5 days and about 111 000 days. The same data and fit, with the covariance kept, give 149 and 1115 days.

The data are no better in the second case. The first calculation admits pairs of prefactor and activation energy that the measured rates exclude.

## Model and conventions

Let $p$ be the fraction decomposed. For a first-order reaction at constant temperature,

$$\frac{dp}{dt}=k(1-p),\qquad p(0)=0 .$$

Separating variables and integrating from $p=0$ to the permitted loss $f$ gives $-\ln(1-f)=kt_f$. With $L=-\ln(1-f)$, the lifetime is $t_f=L/k$.

The Arrhenius law is written with the inverse thermal energy $x=1/(k_BT)$ in 1/eV:

$$\ln k=a-Ex,\qquad a=\ln A .$$

Here $k$ and $A$ are in 1/s, and a logarithm is taken of the number that multiplies the unit. At the storage temperature $x=x_0$, so

$$\ln t_f=\ln L-a+Ex_0. \tag{1}$$

This is linear in $a$ and $E$. Propagating the variance on the logarithmic scale therefore needs no truncated Taylor series.

The measured values are $y_i=\ln k_i=a-Ex_i+\varepsilon_i$ for $i=1,\dots,n$. The errors $\varepsilon_i$ are independent and normal, with mean zero and common variance $\sigma^2$. The $x_i$ are taken as free of error, and the same rate law is assumed to hold from the tests down to storage.

## Covariance of the fitted parameters

Least squares minimizes $Q=\sum_i(y_i-a+Ex_i)^2$. Setting $\partial Q/\partial a=0$ gives $\sum_i(y_i-a+Ex_i)=0$, hence

$$\hat a=\bar y+\hat E\bar x .$$

Setting $\partial Q/\partial E=0$ gives $\sum_i x_i(y_i-a+Ex_i)=0$. Inserting $\hat a$,

$$\sum_i x_i\left[(y_i-\bar y)+\hat E(x_i-\bar x)\right]=0 .$$

The bracket sums to zero over $i$, so $x_i$ in front may be replaced by $d_i=x_i-\bar x$. With $S=\sum_i d_i^2$, and with $\sum_i d_i\bar y=0$,

$$\hat E=-\frac{1}{S}\sum_i d_i y_i .$$

The errors of the estimates follow by replacing $y_i$ with $\varepsilon_i$:

$$\delta E=-\frac1S\sum_i d_i\varepsilon_i,\qquad \delta\bar y=\frac1n\sum_i\varepsilon_i,\qquad \delta a=\delta\bar y+\bar x\,\delta E .$$

Since the $\varepsilon_i$ are independent,

$$\mathrm{Var}\,\hat E=\frac{\sigma^2}{S^2}\sum_i d_i^2=\frac{\sigma^2}{S},\qquad
\mathrm{Var}\,\bar y=\frac{\sigma^2}{n},\qquad
\mathrm{Cov}(\bar y,\hat E)=-\frac{\sigma^2}{nS}\sum_i d_i=0 .$$

The mean height of the line and its slope are thus uncorrelated. The intercept inherits the slope error through the lever arm $\bar x$:

$$\mathrm{Var}\,\hat a=\sigma^2\left(\frac1n+\frac{\bar x^2}{S}\right),\qquad
\mathrm{Cov}(\hat a,\hat E)=+\frac{\bar x\sigma^2}{S}. \tag{2}$$

The sign is positive because the parameter is $E$. Software that returns the slope $b=-E$ reports a negative covariance for the same fit. Physically, a line that is too steep must also have too high an intercept if it is to pass through the measured rates.

## Propagation to storage

From (1), the gradient of $\ln t_f$ with respect to $(a,E)$ is $g=(-1,x_0)$. With $C$ the covariance matrix of $(\hat a,\hat E)$,

$$V=g^TCg=\mathrm{Var}\,\hat a+x_0^2\,\mathrm{Var}\,\hat E-2x_0\,\mathrm{Cov}(\hat a,\hat E). \tag{3}$$

Inserting (2) and completing the square,

$$V=\sigma^2\left[\frac1n+\frac{\bar x^2+x_0^2-2x_0\bar x}{S}\right]
=\sigma^2\left[\frac1n+\frac{(x_0-\bar x)^2}{S}\right]. \tag{4}$$

The first term is the variance of the line's height at the centre of the tests. The second is the variance of the slope multiplied by the square of the extrapolation distance.

Dropping the covariance leaves

$$V_{\rm naive}=\sigma^2\left[\frac1n+\frac{\bar x^2+x_0^2}{S}\right],\qquad
V_{\rm naive}-V=\frac{2x_0\bar x\,\sigma^2}{S}. \tag{5}$$

For positive temperatures $x_0$ and $\bar x$ are positive, so in this parametrization the error bar comes out too wide. The ratio $V_{\rm naive}/V$ does not contain $\sigma$: better measurements at the same temperatures do not cure the fault.

Three limits show where it matters.

- **Storage at the centre of the tests**, $x_0=\bar x$. The ratio of variances is $1+2n\bar x^2/S$. For the example's test temperatures this is about 1013, so the standard deviation is wrong by a factor of 32 although nothing is extrapolated.
- **A narrow test window**, $S\to0$ at fixed $n$, $\bar x$ and $x_0\ne\bar x$. Both variances diverge, but their ratio tends to $(\bar x^2+x_0^2)/(x_0-\bar x)^2$.
- **Very low storage temperature**, $x_0\to\infty$. The ratio tends to one, because the slope term dominates both expressions. The approach is slow, roughly as $1+2\bar x/x_0$: for the example's test temperatures the standard deviation is still too large by a factor of 3.5 at 253 K, 2.3 at 195 K and 1.3 at 77 K, so cold storage does not excuse dropping the covariance.

## The error depends on the reference point

The intercept at $x=0$ belongs to infinite temperature. One may instead write

$$\ln k=b_r-E(x-x_r),\qquad b_r=a-Ex_r,$$

so that $b_r$ is the logarithmic rate at a chosen $x_r$. Then $\delta b_r=\delta\bar y+(\bar x-x_r)\delta E$, and the lifetime is $\ln t_f=\ln L-b_r+E(x_0-x_r)$. The full variance is still (4), since the line is the same. Without the covariance it becomes

$$V_{\rm naive}(x_r)=\sigma^2\left[\frac1n+\frac{(\bar x-x_r)^2+(x_0-x_r)^2}{S}\right].$$

Put $u=x_0-x_r$ and $v=\bar x-x_r$. Since $x_0-\bar x=u-v$ and $u^2+v^2-(u-v)^2=2uv$,

$$V_{\rm naive}(x_r)-V=\frac{2(x_0-x_r)(\bar x-x_r)\sigma^2}{S}. \tag{6}$$

The difference vanishes at $x_r=\bar x$ and at $x_r=x_0$. Between them it is negative, and the error bar is too narrow. As a function of $x_r$ it is an upward parabola with its minimum midway between its zeros, where it equals $-(x_0-\bar x)^2\sigma^2/(2S)$: half of the extrapolation variance is lost.

The centred choice $x_r=\bar x$ makes $C$ diagonal. A report that gives $\bar x$, $\bar y$, $\hat E$ and their two standard errors therefore carries the full covariance.

## Limits for the lifetime

The scatter is estimated from the residuals $r_i=y_i-\hat a+\hat Ex_i$ by $s^2=\sum_i r_i^2/(n-2)$. The residuals and the fitted line are projections of the same isotropic normal error vector on orthogonal subspaces, so they are independent. The residual subspace has dimension $n-2$. The error of $\ln t_f$ divided by its estimated standard deviation therefore follows Student's $t$ distribution with $n-2$ degrees of freedom.

Let $s_{\ln t}$ be the square root of (4) with $\sigma$ replaced by $s$, and $q$ the two-sided 95 % quantile. Because the exponential is monotonic, the limits transform directly:

$$t_\pm=\hat t_f\,e^{\pm q s_{\ln t}} .$$

If only a minimum lifetime is of interest, the one-sided quantile gives the lower confidence limit.

These limits concern the lifetime set by the mean rate law. If the scatter is a real difference between containers, and is equally large in storage, a single new container adds an independent variance $\sigma^2$. The bracket in (4) then becomes $1+1/n+(x_0-\bar x)^2/S$.

The estimated lifetime itself is not normally distributed. Its logarithm has a normal error $\eta$ of variance $V$. Completing the square in the Gaussian integral, $\eta-\eta^2/(2V)=V/2-(\eta-V)^2/(2V)$, gives $\langle e^\eta\rangle=e^{V/2}$. The median estimate is the true lifetime, while the mean over repeated experiments is higher by this factor.

## Pseudocode

```
input: T[1..n], k[1..n], T0, f, confidence
require n >= 3, at least two distinct T, 0 < f < 1

x[i] = 1/(kB*T[i]);  x0 = 1/(kB*T0);  y[i] = ln k[i]
xm = mean(x);  ym = mean(y)
S  = sum (x[i]-xm)^2
E  = -sum (x[i]-xm)*(y[i]-ym) / S
s2 = sum (y[i]-ym+E*(x[i]-xm))^2 / (n-2)

logt = ln(-ln(1-f)) - ym + E*(x0-xm)
sd   = sqrt(s2*(1/n + (x0-xm)^2/S))
q2   = two-sided Student quantile, n-2 degrees of freedom
q1   = one-sided Student quantile, n-2 degrees of freedom

return exp(logt), exp(logt-q2*sd), exp(logt+q2*sd),
       exp(logt-q1*sd), and the record (xm, ym, E, S, s2, n)
```

The work is proportional to $n$, and a further storage temperature costs a fixed number of operations.

**Unequal errors.** If the variances $\sigma_i^2$ are known, use weights $w_i=1/\sigma_i^2$. Let $W=\sum_iw_i$, $\bar x_w=\sum_iw_ix_i/W$ and $S_w=\sum_iw_i(x_i-\bar x_w)^2$. Repeating the derivation with weighted sums gives $\delta E=-\sum_iw_i(x_i-\bar x_w)\varepsilon_i/S_w$ and $\delta\bar y_w=\sum_iw_i\varepsilon_i/W$. Since $w_i^2\sigma_i^2=w_i$, their variances are $1/S_w$ and $1/W$, and their covariance is proportional to $\sum_iw_i(x_i-\bar x_w)=0$. Hence

$$V=\frac1W+\frac{(x_0-\bar x_w)^2}{S_w}.$$

With known variances, the normal quantile replaces Student's. This case arises when rates carry a constant absolute error $\delta k$: to first order $\sigma_i=\delta k/k_i$, and slow reactions receive less weight.

## Worked example

The data were simulated with $E=1.15$ eV, $A=10^{10}$ 1/s and $\sigma=0.10$. The six temperatures give $\bar x=30.2011$ and $x_0=38.9413$ in 1/eV, and $S=10.8154$ in 1/eV². The bracket in (4) is

$$\frac16+\frac{(8.7402)^2}{10.8154}=0.167+7.063=7.230 .$$

Without covariance it is 224.7. The standard deviations differ by the factor $\sqrt{224.7/7.230}=5.58$.

The fit gives $\hat a=23.4299$, $\hat E=1.16608$ eV and $s=0.135$. With $L=0.01005$ and $\ln L=-4.6002$,

$$\ln t_f=-4.6002-23.4299+1.16608\times38.9413=17.379,$$

with $t_f$ in seconds, or 408 days. The three terms of (3) are

$$V=1.53160+2.54135-3.94191=0.13104,\qquad s_{\ln t}=0.362 .$$

Omitting the last term gives $\sqrt{4.0730}=2.018$. For four degrees of freedom $q=2.776$, so the limits lie a factor $e^{1.005}=2.73$ from the estimate with covariance, and a factor $e^{5.603}=271$ without it. The one-sided 95 % lower limit is 189 days in the first case and 5.5 days in the second. The wide interval is thus not a harmless precaution: it would condemn usable material within a week.

The data set also shows the compensation directly. Its $\hat a$ is 0.404 above the model value and its $\hat E$ is 0.0161 eV above. The resulting errors in $\ln t_f$ are $-0.404$ and $+0.626$, which leave $+0.222$. The model's true lifetime is 327 days, inside the interval that keeps the covariance.

In 200 000 simulated repeats at the same temperatures, with $\sigma=0.10$, the standard deviation of $\ln t_f$ was 0.270, against 0.269 from (4). Shuffling the fitted $E$ values among the repeats, which preserves their distribution but destroys the correlation, raised it to 1.507, against 1.499 from (5). The mean lifetime exceeded the true one by 3.7 %, as $e^{V/2}$ predicts. Nominal 95 % intervals contained the true lifetime in 94.9 % of repeats with covariance and in 99.99 % without.

With the reference point that narrows the error bar most, $x_r=34.57$ 1/eV or about 336 K, neglect shrinks the standard deviation to 0.715 of its proper value. The coverage then fell to 88.1 %.

## Stability and failure modes

**Cancellation.** Equation (3) subtracts 3.94 from 4.07 to obtain 0.13. Double precision handles this easily, but rounded published values may not. Lowering the correlation coefficient, here 0.9990, by 0.01 raises $V$ by about 0.039, or 30 %. Truncating it to 0.99 raises $V$ by 27 %, and rounding it to 1.00 lowers $V$ by 3 %. Rounding $\hat E$ to 1.17 eV while keeping $\hat a$ shifts the lifetime by 16 %, although the change is a tenth of the standard error of $\hat E$. In the centred form the same rounding shifts it by 3.5 %. The pseudocode uses that form throughout.

**Symmetric error bars on the lifetime.** Converting $s_{\ln t}$ to a standard error $\hat t_fs_{\ln t}$ and forming $\hat t_f(1\pm qs_{\ln t})$ puts the lower limit slightly below zero here, even with the full covariance. The limits should be formed before exponentiation.

**Poor leverage.** Repeating every test $m$ times multiplies both $n$ and $S$ by $m$, and divides $V/\sigma^2$ by $m$. A test nearer storage can do more. Adding a point at distance $\Delta$ from $\bar x$ moves the mean by $\Delta/(n+1)$. The old points then contribute $S+n\Delta^2/(n+1)^2$ and the new one $n^2\Delta^2/(n+1)^2$, so

$$S'=S+\frac{n}{n+1}\Delta^2 .$$

One test at 320 K has $\Delta=6.06$ 1/eV. It raises $S$ to 42.3 and lowers the bracket in (4) from 7.23 to 1.61, so the standard deviation falls to 0.47 of its former value at fixed $\sigma$. The fitted law predicts 18 days for 1 % loss at that temperature. The gain requires that so small a loss be measured with the same relative precision in $k$, or that the test run longer.

**A wrong rate law.** The covariance describes scatter about the assumed line, not a departure from it. Suppose a second channel with a barrier of 0.70 eV contributes 2 % of the main rate at 385 K. Between there and 298 K its relative share grows by $\exp[(1.166-0.70)\times8.80]\approx60$, so that it exceeds the main channel in storage. A line fitted to the combined rates misses them by at most 0.0054 in $\ln k$ over the test window, far below the scatter of 0.10. Yet the true lifetime is 0.51 of the predicted one.

## Relation to real precursors

The parameters are round values chosen for illustration; they do not describe a particular compound. The prefactor is low beside $k_BT/h$, about $6\times10^{12}$ 1/s at 298 K. In a real compound, so low a prefactor may reflect an ordered transition state or an effective rate constant for several steps; the fit cannot tell these apart. Real containers can break the assumption of a single, clean first-order reaction, since a precursor may also react with moisture, at walls or with impurities. The weak channel above represents such a process; there the true lifetime is about half of the one predicted by the line fitted to the combined rates. Other departures, each taken alone, multiply the predicted lifetime as follows:

- a store 2 K warmer: 0.74;
- a daily temperature swing of amplitude 5 K: 0.875;
- a test thermometer reading 1 K high throughout: 0.86;
- a prefactor proportional to $T$: 0.97, or to $T^{10}$: 0.71;
- autocatalysis that multiplies the rate by $1+20p$, if the tests measured the initial rate: 0.91.

The sizes of the weak channel, the $T^{10}$ prefactor and the autocatalysis are assumed for illustration, not measured. For the signs chosen here, all these effects make the true lifetime shorter than the predicted one, and the statistical interval makes no allowance for any of them. A shelf life based on the 189-day limit therefore presupposes temperature control and a separate test, near the storage temperature, that the rate law still holds. The numerical output lists the data and the remaining intermediate values.

## Computed values

```
model: E = 1.15 eV, A = 1.0e+10 1/s
model scatter of ln k = 0.10; permitted loss = 0.01
storage temperature = 298 K, x0 = 38.9413 1/eV
T = 360 K, x = 32.2348 1/eV, ln(k s) = -14.213
T = 370 K, x = 31.3636 1/eV, ln(k s) = -12.979
T = 380 K, x = 30.5382 1/eV, ln(k s) = -12.337
T = 390 K, x = 29.7552 1/eV, ln(k s) = -11.281
T = 400 K, x = 29.0113 1/eV, ln(k s) = -10.279
T = 410 K, x = 28.3037 1/eV, ln(k s) = -9.633
n = 6, xbar = 30.2011 1/eV, S = 10.8154 1/eV^2
variance factor, full = 7.2299, naive = 224.711
naive/full standard deviation = 5.575
worst reference point x = 34.571 1/eV
naive/full sd at that point = 0.7152
simulated sd of ln life (sigma known) = 0.2700
same with E shuffled = 1.5069
mean/true lifetime: simulated 1.0374
mean/true lifetime: formula 1.0368
coverage of 95 % interval, full = 0.9494
coverage, naive = 0.99989
coverage, naive at worst reference = 0.8808
fit: ln(A s) = 23.4299, sd 1.2376
fit: E = 1.16608 eV, sd 0.04094 eV
fit: residual scatter s = 0.13463
covariance of ln A and E = 0.050613 eV
correlation of ln A and E = 0.999013
Var ln A = 1.53160, x0^2 Var E = 2.54135
2 x0 Cov = 3.94191
sd of ln life: full 0.3620, naive 2.0182
Student t: two-sided 2.7764, one-sided 2.1318
predicted lifetime = 408.3 days
true model lifetime = 326.9 days
95 % limits, full: 149.43 to 1115.4 days
one-sided 95 % lower limit, full: 188.70 days
95 % limits, naive: 1.50 to 110769.2 days
one-sided 95 % lower limit, naive: 5.53 days
neglected effects, true/predicted lifetime:
store 2 K warmer: 0.739
daily swing of amplitude 5 K: 0.875
test thermometer reads 1 K high: 0.865
prefactor proportional to T: 0.967
prefactor proportional to T^10: 0.712
autocatalysis, rate times (1 + 20 p): 0.911
weak channel, 0.70 eV, 0.02 of main rate at 385 K: 0.510
largest misfit of ln k from weak channel = 0.0054
```
